# How Many Independent Readings Is a Correlated Thickness Record Worth?

## The problem

An ellipsometer on a process line repeatedly reads the same silicon dioxide film on silicon, once per second. The film is $100$ nm thick and does not change. A single reading scatters about its long-run mean with standard deviation $\sigma=0.05$ nm. Successive readings are not independent, because slow disturbances in the instrument last longer than one second. Model the readings as

$$x_t=\mu+u_t,\qquad u_t=\phi\,u_{t-1}+e_t,\qquad |\phi|<1 .$$

Here $\mu$ is the long-run mean and $u_t$ is the deviation of reading $t$. The innovations $e_t$ have zero mean and a common variance $\sigma_e^2$. They are uncorrelated with one another and with all earlier deviations. The process is stationary: its mean, its variance and its correlations at a given separation do not depend on when the record starts.

(a) Find the covariance of two readings that are $k$ steps apart.

(b) Find the variance of the mean $\bar x$ of $n$ successive readings.

(c) Define the effective number of readings by

$$n_{\rm eff}=\frac{\sigma^2}{\operatorname{Var}(\bar x)} .$$

This is the number of independent readings, each with the same $\sigma$, whose mean would have the same variance. Evaluate it for $\phi=0.8$ and $n=1000$.

(d) An operator ignores the correlation and quotes $\bar x\pm1.96\,s/\sqrt n$ as a 95% interval for $\mu$, where $s$ is the sample standard deviation. For Gaussian noise, how often does this interval contain $\mu$?

## Hints

**For (a).** Multiply the recursion by an earlier deviation and take the average. The innovation drops out.

**For (b).** The square of a sum is a double sum over pairs. Count how many pairs have separation $k$. The sum that remains can be written as a sum of geometric series.

**For (c).** Before using the full formula, estimate the size of $\phi^n$.

**For (d).** Two things could go wrong: $s$ could be a poor estimate of $\sigma$, or $\sqrt n$ could be the wrong divisor. Examine them separately.

## Full solution

### (a) Covariance

Averaging the recursion gives $E(u)=\phi E(u)$, so $E(u)=0$. Squaring it and averaging gives

$$E(u_t^2)=\phi^2E(u_{t-1}^2)+2\phi E(u_{t-1}e_t)+E(e_t^2).$$

The middle term vanishes because $e_t$ is uncorrelated with earlier deviations. Stationarity makes both variances of $u$ equal to $\sigma^2$, hence

$$\sigma_e^2=(1-\phi^2)\sigma^2 .$$

For $\phi=0.8$ this gives $\sigma_e=0.6\times0.05=0.030$ nm. The rest of the scatter in a reading is inherited from the past.

Let $C_k=E(u_tu_{t-k})$. For $k\ge1$, multiply the recursion by $u_{t-k}$ and average:

$$C_k=\phi E(u_{t-1}u_{t-k})+E(e_tu_{t-k})=\phi C_{k-1}.$$

Starting from $C_0=\sigma^2$, repeated use gives $C_k=\sigma^2\phi^k$. The covariance does not depend on the order of the two readings, so for either sign of $k$

$$C_k=\sigma^2\phi^{|k|}.$$

The lag-one correlation is therefore $\phi$ itself. For positive $\phi$ and reading interval $\Delta$, writing $\phi^k=e^{-k\Delta/\tau}$ gives $\tau=-\Delta/\ln\phi$. With $\Delta=1$ s and $\phi=0.8$, the correlation time is $\tau=4.48$ s.

### (b) Variance of the mean

Since $\bar x-\mu=(1/n)\sum_i u_i$,

$$\operatorname{Var}(\bar x)=\frac1{n^2}\sum_{i=1}^n\sum_{j=1}^nC_{i-j}.$$

There are $n$ terms with $i=j$. For each $k$ from $1$ to $n-1$ there are $n-k$ terms with $i-j=k$ and as many with $i-j=-k$. Therefore

$$\operatorname{Var}(\bar x)=\frac{\sigma^2}{n}F,\qquad
F=1+\frac2n S,\qquad S=\sum_{k=1}^{n-1}(n-k)\phi^k .$$

To evaluate $S$, write it as

$$S=\sum_{j=1}^{n-1}\sum_{k=1}^{j}\phi^k .$$

This is the same sum, because $\phi^k$ occurs once for each $j=k,\dots,n-1$, which is $n-k$ times. The inner geometric series is $\phi(1-\phi^j)/(1-\phi)$. Summing it over $j$ gives

$$S=\frac{\phi}{1-\phi}\left[(n-1)-\frac{\phi-\phi^n}{1-\phi}\right].$$

Put the $-1$ over the denominator $1-\phi$:

$$(n-1)-\frac{\phi-\phi^n}{1-\phi}
=n-\frac{(1-\phi)+\phi-\phi^n}{1-\phi}
=n-\frac{1-\phi^n}{1-\phi}.$$

Thus

$$S=\frac{n\phi}{1-\phi}-\frac{\phi(1-\phi^n)}{(1-\phi)^2}.$$

Insert this in $F$ and use $1+2\phi/(1-\phi)=(1+\phi)/(1-\phi)$:

$$\boxed{F=\frac{1+\phi}{1-\phi}-\frac{2\phi(1-\phi^n)}{n(1-\phi)^2},\qquad n_{\rm eff}=\frac nF}$$

The first term is the sum of the correlations of one reading with itself and with unlimited neighbours on both sides. The second corrects for the ends of the record, where neighbours are missing.

Four cases show how the formula behaves.

- For $\phi=0$, $F=1$ and $n_{\rm eff}=n$, as for independent readings.
- For $n=1$, the formula gives $(1+\phi-2\phi)/(1-\phi)=1$. A single reading has no partner.
- For $\phi\to1$ at fixed $n$, the sum form gives $S\to\sum_{k=1}^{n-1}(n-k)=n(n-1)/2$. Then $F\to n$ and $n_{\rm eff}\to1$: all readings repeat the same deviation.
- For negative $\phi$, neighbouring deviations tend to cancel. With $\phi=-0.5$ and $n=12$, the formula gives $n_{\rm eff}=32.4$, more than the number of readings taken.

### (c) The number for this monitor

For $\phi=0.8$ and $n=1000$, $\phi^n$ is about $10^{-97}$ and can be dropped. Then

$$F=\frac{1.8}{0.2}-\frac{2\times0.8}{1000\times0.2^2}=9-0.04=8.96,$$

$$n_{\rm eff}=\frac{1000}{8.96}=111.6 .$$

Neglecting the end correction gives $1000/9=111.1$. To two figures, the 1000 readings average down like 110 independent ones.

The standard error of the mean is

$$\sigma\sqrt{\frac Fn}=0.05\ \text{nm}\times\sqrt{\frac{8.96}{1000}}=0.0047\ \text{nm}.$$

The independent-reading formula would give $0.05/\sqrt{1000}=0.0016$ nm, too small by the factor $\sqrt F=2.99$.

The equivalence concerns the variance of the mean. Other statistics have other effective numbers. Suppose the noise is Gaussian and $\mu$ is known, and consider the average of $u_t^2$. Two deviations with correlation $\rho$ can be written as $u$ and $\rho u+\sqrt{1-\rho^2}\,v$, where $v$ is independent of $u$ and has the same variance. Squaring the second shows that the covariance of the two squares is $\rho^2\operatorname{Var}(u^2)$. The squares therefore have correlation $\phi^{2k}$ at lag $k$, and the formula for $F$ applies with $\phi^2$ in place of $\phi$. For $\phi=0.8$ the correlation dies out faster, and the effective number is larger.

In practice $\phi$ must also be estimated. With $\mu$ known, the least-squares estimate is $\hat\phi=\sum u_{t-1}u_t/\sum u_{t-1}^2$. Substituting the recursion gives

$$\hat\phi-\phi=\frac{\sum u_{t-1}e_t}{\sum u_{t-1}^2}.$$

For a long record the denominator is close to $n\sigma^2$. If each innovation is independent of the past, the terms of the numerator are mutually uncorrelated, and its variance is about $n\sigma^2\sigma_e^2$. To leading order in $1/n$, the standard deviation of $\hat\phi$ is

$$\sqrt{\frac{n\sigma^2\sigma_e^2}{n^2\sigma^4}}=\sqrt{\frac{1-\phi^2}{n}}=0.019 .$$

The long-record rule $n_{\rm eff}\simeq n(1-\phi)/(1+\phi)$ has slope $-2n/(1+\phi)^2=-617$ with respect to $\phi$. The estimated effective number is thus uncertain by about $617\times0.019\simeq12$, or roughly 10%. Quoting "about 110" suits this uncertainty.

### (d) The operator's interval

First examine $s$. Because $\sum_i(x_i-\bar x)^2=\sum_iu_i^2-n(\bar x-\mu)^2$,

$$E(s^2)=\frac{n\sigma^2-n\sigma^2/n_{\rm eff}}{n-1}
=\sigma^2\frac{n}{n-1}\left(1-\frac1{n_{\rm eff}}\right)=0.992\,\sigma^2 .$$

On average, $s^2$ is within 1% of $\sigma^2$. The main fault lies in dividing $s$ by $\sqrt n$.

Now treat $s$ as equal to $\sigma$. For Gaussian noise, $\bar x-\mu$ is Gaussian with standard deviation $\sigma\sqrt{F/n}$. The interval contains $\mu$ when $|\bar x-\mu|<1.96\,\sigma/\sqrt n$, which is $1.96/\sqrt F=0.655$ true standard deviations. With $\Phi$ the cumulative normal distribution,

$$P=2\Phi(0.655)-1=48.7\%.$$

The nominal 95% interval misses $\mu$ about half the time. In a simulation of 8000 Gaussian records of 1000 readings, with $s$ computed from each record, the operator's interval contained $\mu$ in 48.9% of cases, with a sampling error of 0.6 percentage points. The exact value with $s$ taken from the record is 48.5%. Replacing $\sqrt n$ by $\sqrt{n_{\rm eff}}$, with $\phi$ known, raised this to 94.8%.

### The model beside a real monitor

The oxide thickness is ordinary for a reference wafer. The scatter of $0.05$ nm is a rough value, and a good ellipsometer can do better. It sets the scale of the standard error but does not enter $n_{\rm eff}$. The value $\phi=0.8$ is a model choice, since the correlation depends on the instrument and the reading rate.

Averaging reduces the scatter about $\mu$, but $\mu$ may differ from the true thickness. A rough estimate keeps the optical phase of the film fixed. This phase is proportional to $d\sqrt{N^2-\sin^2\theta}$, with $d$ the thickness, $N$ the oxide index and $\theta$ the angle of incidence. Take $N=1.46$ and $\theta=70^\circ$. If the analysis assumes an index too high by $0.001$, the reported thickness is low by

$$d\,\frac{N\,\delta N}{N^2-\sin^2\theta}
=100\ \text{nm}\times\frac{1.46\times0.001}{1.249}\simeq0.12\ \text{nm}.$$

This is about 25 times the standard error of the mean. The estimate omits the change in reflection at the interfaces, so it gives a size and not a calibration. A full reflection model at 633 nm gives a thickness low by $0.09$ to $0.10$ nm when the ellipsometric angle $\Psi$, or $\Psi$ and $\Delta$ together, are fitted. A fit to the phase angle $\Delta$ alone does not follow the estimate: near 100 nm $\Delta$ hardly changes with thickness, and the bias is about $1.3$ nm with the opposite sign. In the estimate the bias is proportional to $d$, so it nearly cancels when small thickness changes are tracked on one wafer with fixed settings; this too fails for a fit to $\Delta$ alone at this thickness. For absolute thickness, an index error of this size outweighs the standard error.

Slow contamination breaks stationarity. An assumed linear growth of $0.01$ nm per hour shifts the mean of this 1000-second record by half the total growth, $0.0014$ nm, which is below the standard error. The model also omits readout noise that is independent from reading to reading. Its effect on $n_{\rm eff}$ is the subject of the second variation.

## Variation 1: fewer readings, or a longer record

**Question.** Keep every fifth reading over the same 1000 seconds. How much precision is lost? How many successive readings, without thinning, would match 1000 independent ones?

**Solution.** Applying the recursion five times gives

$$u_t=\phi^5u_{t-5}+\left(e_t+\phi e_{t-1}+\phi^2e_{t-2}+\phi^3e_{t-3}+\phi^4e_{t-4}\right).$$

The brackets belonging to successive kept readings share no innovation, so they are uncorrelated. The thinned record is the same kind of process, with lag-one correlation $0.8^5=0.328$ and 200 readings. The formula gives $F=1.97$ and $n_{\rm eff}=101.7$. Discarding 80% of the readings raises the standard error by the factor $\sqrt{111.6/101.7}=1.05$, an increase of 5%. At this fixed duration, thinning saves storage but does not improve the mean.

For the second question, require $n/F\ge1000$. Since $F\ge1$ for positive $\phi$, $n$ must be at least 1000, so $\phi^n$ is negligible and $F=9-40/n$. Then

$$n^2-9000n+40\,000\ge0 .$$

The larger root is $4500+\sqrt{4500^2-40\,000}=8995.6$, so 8996 readings are needed, or about 2.5 hours, provided the correlation follows $\phi^k$ at all lags. The smaller root lies below 1000 and is excluded.

Over that time the assumed contamination would shift the mean by about $0.012$ nm. The statistical standard error would be $0.05/\sqrt{1000}=0.0016$ nm. Unless the assumed drift is removed, a record this long therefore gives a worse mean than the 1000-second record.

## Variation 2: the same lag-one correlation, another process

**Question.** Suppose 10% of the variance is white readout noise and the other 90% is a first-order autoregressive process. The two parts are uncorrelated, and the total lag-one correlation is still $0.8$. What is $n_{\rm eff}$ for 1000 readings?

**Solution.** White noise adds to the variance but not to the covariance between different readings. If the slow part has parameter $\phi_s$, then

$$0.9\,\phi_s=0.8,\qquad \phi_s=0.889 .$$

The variances of the two means add. White noise contributes with factor 1, and the slow part with the factor $F$ found above, evaluated at $\phi_s$:

$$F_{\rm total}=0.1+0.9\,F(\phi_s)=0.1+0.9\times16.86=15.27,$$

$$n_{\rm eff}=\frac{1000}{15.27}=65.5 .$$

The effective number falls from 112 to about 65, although $\sigma$, $n$ and the lag-one correlation are unchanged. The white part hides how persistent the slow part is. The lag-two correlation differs: it is $0.8^2=0.64$ for the pure process and $0.9\,\phi_s^2=0.71$ for the mixture. A measured lag-one correlation of $0.8$ is therefore not enough to justify "about 110"; the correlations at longer lags matter too. Lag two is not enough either. If 2% of the variance has a correlation time of 600 s and the rest is autoregressive with the total lag-one correlation kept at $0.8$, the lag-two correlation is $0.641$, yet $n_{\rm eff}$ is about 48 for 1000 readings and about 290 for 8996.
